The fourth-power electrode-area law for collisionless rf sheaths

**1. A factor of two in area**

Two plane electrodes face the same plasma and carry the same rf current. Electrode a has an area of 0.02 m², electrode b 0.04 m². In the model worked out below, the mean voltage is 693 V across the sheath at a and 54.8 V across the sheath at b. A factor of 2 in area has become a factor of 12.6 in voltage. If the plasma density at the edge of sheath b is halved, with the current and everything else kept, the factor drops to 3.7.

The ideal law for this situation is

V_a/V_b = (A_b/A_a)⁴,

which gives 16 here. We have to find where the fourth power comes from, why the example falls short of 16, and why density matters so much.

**2. The model**

Electrode a is fed through a blocking capacitor and b is grounded. The current is sinusoidal with amplitude I and angular frequency ω, so the current-density amplitude at an electrode of area A is J = I/A. The electron temperature T is expressed in volts, and n is the plasma density at the sheath edge. The assumptions are these.

- Each sheath is uniform over its electrode and thin compared with the electrode's width.
- Singly charged ions of mass M enter at the Bohm speed u_B = √(eT/M) and do not collide in the sheath.
- Ions cross in many rf periods and respond to the time-averaged field.
- Electrons follow the field without inertia and end at a sharp front. The plasma side of the front is neutral and is taken to be free of field, which leaves out the weak field that holds the electrons to the ion density there; the electrode side contains ions only.
- Conduction current is neglected beside displacement current. Secondary electrons and the voltage across the plasma bulk are neglected.

Let x run from the sheath edge, x = 0, to the electrode, x = s. The field E is positive when it pushes ions towards the electrode. An overbar or angle brackets denote an average over one period.

**3. Charge and field at the electrode**

Let Q_f(t) be the ion charge per unit area between x = 0 and the electron front. This part is neutralised. As the front advances, the field beyond it falls, and continuity of current gives, with a suitable origin of time,

dQ_f/dt = J sin ωt.

We place x = 0 where the front is farthest from the electrode, so that Q_f = 0 at t = 0. Integration gives

Q_f = (J/ω)(1 − cos ωt).

The blocking capacitor passes no dc current. Ions arrive steadily, so electrons must also arrive in each period, and in this model they can do so only when the front touches the electrode. The largest value of Q_f, which is 2J/ω, is therefore the whole ion charge of the sheath. The uncovered charge is 2J/ω − Q_f, and Gauss's law gives the field at the electrode:

E_w = (J/(ε₀ω))(1 + cos ωt).

Since ⟨(1 + cos ωt)²⟩ = 1 + 1/2 = 3/2,

⟨E_w²⟩ = 3J²/(2ε₀²ω²).

At the other electrode the current has the opposite sign. For a sine wave this is a shift by half a period, which leaves the averages unchanged.

**4. Field pressure and ion momentum**

Ion flux is conserved, n_i u = n u_B, and the mean field accelerates the ions:

M u du/dx = eĒ.

Multiplying by n_i gives

M n u_B du/dx = e n_i Ē.

The right-hand side can be integrated without knowing the density profile. Beyond the front, Gauss's law reads ε₀ ∂E/∂x = e n_i, so

e n_i E = ε₀E ∂E/∂x = ∂(ε₀E²/2)/∂x.

On the plasma side of the front E = 0 and both sides vanish. The field is continuous at the front, so the relation holds across the whole sheath at every instant. As n_i does not depend on time, we may average it and integrate from x = 0, where E = 0, to the electrode, where the ion speed is u_w:

M n u_B(u_w − u_B) = ε₀⟨E_w²⟩/2 = 3J²/(4ε₀ω²).

The momentum gained by the ions per unit area and time equals the mean electric pressure at the electrode. At a this pressure is 0.049 Pa.

Divide by M n u_B² = e n T:

u_w/u_B = 1 + a, a = 3J²/(4 e ε₀ ω² n T).

The numerical output also lists H = 4a/(3π), an equivalent measure of the drive.

**5. The voltage and the area law**

The mean sheath voltage V is the integral of Ē over the sheath, so energy conservation gives

eV = M(u_w² − u_B²)/2 = (eT/2)[(1 + a)² − 1],

V = T(a + a²/2).

For a ≫ 1 the quadratic term dominates:

V ≈ Ta²/2 = 9J⁴/(32 e²ε₀²ω⁴n²T).

The fourth power arises in two stages. The field is proportional to J, so the field pressure, and with it the ion speed gained, goes as J². The ion energy goes as the square of the speed, hence as J⁴.

Now put J = I/A in each sheath. The current I and the frequency are common and cancel in the ratio:

V_a/V_b = (A_b/A_a)⁴ (n_b/n_a)² (T_b/T_a).

With equal edge densities and equal electron temperatures this is the ideal area law. The ion mass has dropped out, provided that the ions are heavy enough to respond to the mean field alone.

The potential of a relative to b is the plasma potential minus V_a, less the plasma potential minus V_b. The self-bias is therefore

V_bias = V_b − V_a,

which is negative when the smaller electrode has the larger sheath voltage.

**6. Where the Child law enters**

The law can also be reached through the sheath thickness, and that route shows which property of the Child law matters. Label a position x by the phase φ, between 0 and π, at which the front passes it. The ion charge between the edge and x is (J/ω)(1 − cos φ). With θ = ωt, the field there is

E = (J/(ε₀ω))(cos θ − cos φ) for |θ| < φ,

and zero for the rest of the period. Let w = u/u_B. The momentum balance of part 4, taken up to x instead of s, gives

w = 1 + ε₀⟨E²⟩/(2enT) = 1 + (2a/3) m(φ),

because J²/(ε₀ω²enT) = 4a/3. Here

m(φ) = (1/π) ∫₀^φ (cos θ − cos φ)² dθ
= (1/π)[φ/2 − (3/2) sin φ cos φ + φ cos²φ].

At φ = π this is 3/2, which returns w = 1 + a.

The charge in a layer dx is e n_i dx = (J/ω) sin φ dφ, and n_i = n/w. Hence

dx = s₀ w sin φ dφ, s₀ = J/(eωn).

To integrate m sin φ from 0 to π we need three integrals:

∫ φ sin φ dφ = π, ∫ sin²φ cos φ dφ = 0, ∫ φ cos²φ sin φ dφ = π/3.

They give (1/π)(π/2 + π/3) = 5/6, and so

s = s₀[2 + (2a/3)(5/6)] = s₀(2 + 5a/9).

At high voltage s ≈ 5as₀/9 and a ≈ √(2V/T). Since s₀² = (4a/3)ε₀T/(en),

s² = (25a²/81)(4a/3) ε₀T/(en) = (100/243) a³ ε₀T/(en).

Multiply by the ion current density J_i = e n √(eT/M) and insert a³ = 2√2 (V/T)^(3/2). The temperature cancels:

J_i = (200/243) ε₀ √(2e/M) V^(3/2)/s².

This is a Child law. For comparison, consider a static sheath with negligible entry speed. At local voltage Φ, measured from the sheath edge, the momentum balance reads (J_i M/e)√(2eΦ/M) = ε₀E²/2. With E = dΦ/dx it becomes

dΦ/dx = kΦ^(1/4), k² = (2J_i/ε₀)√(2M/e).

Integration gives (4/3)V^(3/4) = ks. Squaring and solving for J_i yields the same law with 4/9 in place of 200/243. The oscillating front changes the coefficient but not the powers.

At fixed n and T, therefore, s ∝ V^(3/4). The field scale is J/(ε₀ω), and the sheath acts as a capacitor whose voltage is proportional to field times thickness. At high voltage the results above give

V = (27/40) J s/(ε₀ω).

Inserting s ∝ V^(3/4) leaves V^(1/4) ∝ J, hence V ∝ J⁴. The numerical coefficients are common to both sheaths and cancel in their ratio. Equal coefficients are an assumption of the area law in their own right, as part 9 shows.

**7. Peak voltages**

The sheath is fully uncovered at θ = 0, when E = (J/(ε₀ω))(1 − cos φ). Since Js₀/(ε₀ω) = 4aT/3, its peak voltage is

V_peak = (4aT/3) ∫₀^π (1 − cos φ) w sin φ dφ.

The part of w equal to 1 contributes 2. For the rest we already have ∫ m sin φ dφ = 5/6. The three terms of m give

∫ m sin φ cos φ dφ = −1/8 − 3/16 − 5/32 = −15/32.

The difference is 5/6 + 15/32 = 125/96, so

V_peak = (4aT/3)[2 + (2a/3)(125/96)] = T(8a/3 + 125a²/108).

At high voltage the peak is 125/54 ≈ 2.31 times the mean in both sheaths. Peak voltages then obey the same area law as mean voltages.

**8. Reading the example**

The chosen parameters are a frequency of 13.56 MHz, I = 1.3 A, n = 5×10¹⁵ m⁻³ and T = 3 V at both edges, and an ion mass of 40 u. The current densities are 1.3/0.02 = 65 A/m² at a and 32.5 A/m² at b. The drive parameters are a_a = 20.51 and a_b = 5.129, a factor of 4 apart because a ∝ J². Then

V_a = 3 × (20.51 + 20.51²/2) = 61.5 + 631.3 ≈ 693 V,
V_b = 3 × (5.129 + 5.129²/2) = 15.39 + 39.45 ≈ 54.8 V.

The quadratic terms alone have the ratio 16. The linear terms have only the ratio 4, and they weigh more at b. For equal n and T,

V_a/V_b = (A_b/A_a)⁴ (1 + 2/a_a)/(1 + 2/a_b)
= 16 × 1.0975/1.390 = 12.6.

The shortfall from 16 is thus a finite-voltage effect, due in this model to the speed with which ions enter the sheath. The electron pressure, which the sharp front leaves out, gives a correction of the same order, as noted below. At ten times the current the ratio becomes 15.95. That current is a formal limit of the equations, not an operating condition.

The local exponent says the same thing. Since a ∝ J²,

d ln V/d ln J = 2(a + a²)/(a + a²/2) = 4(1 + a)/(2 + a).

It is 3.82 at a and 3.44 at b. Between the two electrodes the effective exponent is ln 12.63/ln 2 = 3.66.

The self-bias is 54.8 − 692.8 = −638 V. The peak sheath voltages are 1625 V and 132 V. One sheath is collapsed when the other is fully uncovered, so the potential of a relative to b, self-bias included, swings between −1625 V and +132 V, or 1758 V peak to peak before rounding of the parts.

Several assumptions can be checked with these numbers.

- **Displacement current.** The ion current density is 2.2 A/m², about 3% of the rf amplitude at a and 7% at b. The electron current has the same mean but arrives in short bursts near collapse, as the rf current falls towards zero, so there it is not small. The ion current flows all the time, and its charge adds up. In one period it delivers 2πJ_i/ω per unit area, which is 10% of the full wall charge 2J/ω at a and 21% at b. This drains the uncovered charge until electrons restore it near collapse. The sinusoidal wall field of part 3 is therefore an approximation, and this neglect by itself makes both mean voltages too high, V_b more so in proportion. With a sharp front the drain lowers V_a by roughly a quarter and V_b by more than a third, and it makes the collapse begin well before the current zero.
- **Collisions.** The sheaths are 12.8 mm and 2.3 mm thick. The ion mean free path must be well above the larger figure. This requires a low gas pressure, and the model does not show that a discharge can sustain the assumed density there.
- **Mean field.** From dt = dx/u = (s₀/u_B) sin φ dφ, the transit time is 2s₀/u_B: 9.6 rf periods at a and 4.8 at b. Test ions pushed through the oscillating field of sheath a, with its ion density profile held fixed, took 9.6 periods on average. They arrived with a mean energy of 694 eV, which matches V_a + T/2 when expressed in eV, the T/2 being the entry energy. Individual energies ranged from about 636 to 754 eV. Sheath b, with its shorter transit, was not examined in this way.
- **Sharp front.** A real sheath keeps a residual voltage that holds back thermal electrons. Its scale is the floating drop V_f, at which the electron flux n√(eT/(2πm_e)) exp(−V_f/T) equals nu_B. This gives V_f = (T/2) ln(M/(2πm_e)) = 14 V. The residual voltage at collapse is lower than this, because the electrons must all cross in a short part of the period, but it is not negligible beside V_b. Thermal electrons also change the momentum balance of part 4. The weak field that holds them back, e n_e E = −∂(n_e eT)/∂x, passes the electron pressure enT at the edge on to the ions, so that u_w/u_B ≈ 2 + a instead of 1 + a. This term alone raises V_b to about 75 V and V_a to about 760 V, a ratio near 10. Any positive residual charge left at collapse adds to the mean-square field and raises the voltage further. V_b can therefore rise by more than the residual voltage itself, and the ratio can fall well below 12.6. Both sheath voltages and the ratio 12.6 belong to the idealised model and are not predictions for a real discharge.

**9. Why the law is fragile**

**Unequal density.** Series connection makes the currents equal. It does not make the edge densities equal, and density enters the ideal ratio squared. With half the density at b, a_b doubles, V_b rises from 54.8 V to 189 V, and the bias shrinks from −638 V to −504 V. The ideal ratio is then 16/4 = 4, and the finite-voltage ratio is 3.67.

At equal temperature a depends on area and density through A²n alone. If n_b/n_a = (A_a/A_b)², here one quarter, the two sheaths have the same a. In this model their voltages are then equal at any drive and the bias vanishes: the computed V_b is 693 V, the same as V_a. An area ratio by itself therefore does not determine the bias. A measured exponent below 4 may reflect unequal density, finite voltage, a residual sheath voltage, collisions or several of these, and the voltage ratio alone cannot tell them apart.

**A different sheath law.** Suppose that s ∝ V^p at fixed plasma conditions. Then V ∝ Js gives V^(1−p) ∝ J, and the area exponent is

1/(1 − p).

The Child value p = 3/4 gives 4. Because 1 − p is small, a modest change in p changes the exponent strongly.

Take ions with a constant mean free path λ, much shorter than the sheath and the same at both electrodes. Balancing the field force against a drag πMu²/(2λ) gives

u = √(2eλĒ/(πM)).

At a given φ, Ē ∝ J and so u ∝ J^(1/2). The step dx = s₀(u/u_B) sin φ dφ then scales as J^(3/2). Hence s ∝ J^(3/2), V ∝ Js ∝ J^(5/2), and p = 3/5. The area exponent falls to 5/2. Numerical integration with drag, at ten times the current density of sheath a and with λ = 2 mm, gave an exponent of 2.505 and p = 0.603. At somewhat lower drive the sheath is fewer mean free paths thick, ion inertia matters more, and the exponent rises above 5/2, to about 2.9 at half the current density of sheath a. At still weaker drive the entry speed dominates and the exponent falls towards 2.

If the ion density were uniform across the sheath, then s ∝ J, p = 1/2 and the exponent would be 2. The equations approach this limit at very weak drive, where the computed exponent is 2.002. That too is a formal limit, since the voltage there lies far below the floating drop.

**A non-sinusoidal current.** Let the current density be J(sin θ + ½ sin 2θ), with equal areas and densities. The front charge then varies as −cos θ − ¼ cos 2θ, which runs from −5/4 to 3/4. The two sheaths see opposite currents, so their wall charges, in units of J/ω, are

3/4 + cos θ + ¼ cos 2θ and 5/4 − cos θ − ¼ cos 2θ.

Their mean squares are 9/16 + 17/32 = 35/32 and 25/16 + 17/32 = 67/32. The momentum balance holds for any waveform, and at high voltage V goes as the square of the mean-square field. The voltage ratio is therefore (67/35)² ≈ 3.66, although the area law would predict 1.

**A dc connection.** If the blocking capacitor is replaced by a dc short, the mean potentials of the electrodes are equal. With no mean voltage across the bulk, V_a = V_b whatever the areas. A dc current can then flow round the circuit, and the argument that each sheath must collapse once per period no longer applies.

**10. What the numerical tests cover**

The sheath equations were also integrated directly, with the instantaneous field averaged over a grid of phases and without the pressure argument or the closed formulas. For both electrodes of the example, the mean voltage, thickness and peak voltage agreed with the formulas to within one part in 10⁴, relative to the formula values. At high drive the tests confirmed the area, density and temperature factors to within 1.5% and both Child coefficients to within 1%.

These tests check the algebra within the model. They do not show that a given discharge has equal edge densities, collisionless ions, a sinusoidal current, an ion charge per period that is small beside 2J/ω, or sheath voltages far above the floating drop; those conditions have to be established separately before the fourth power is used.

Computed values

```
area a: 0.02 m^2
area b: 0.04 m^2
frequency: 13.56 MHz
current amplitude: 1.3 A
sheath-edge density: 5e+15 m^-3
electron temperature: 3 V
ion mass: 40 u
current density a: 65 A/m^2
current density b: 32.5 A/m^2
H at a: 8.707
H at b: 2.177
a parameter at a: 20.51
a parameter at b: 5.129
Bohm speed: 2690 m/s
ion current density: 2.155 A/m^2
mean field pressure at a: 0.0493 Pa
high-voltage term of V_a: 631.3 V
high-voltage term of V_b: 39.45 V
mean sheath voltage a: 692.8 V
mean sheath voltage b: 54.84 V
self-bias of a: -638 V
peak sheath voltage a: 1625 V
peak sheath voltage b: 132.4 V
applied peak-to-peak: 1758 V
maximum thickness a: 12.76 mm
maximum thickness b: 2.309 mm
floating potential drop: 14.04 V
ideal voltage ratio: 16
voltage ratio in example: 12.63
effective exponent: 3.659
local exponent at a: 3.822
local exponent at b: 3.439
ratio at tenfold current: 15.95
V_b with half density at b: 188.6 V
ratio with half density at b: 3.674
bias with half density at b: -504.2 V
ideal ratio, half density at b: 4
V_b with quarter density at b: 692.8 V
Child coefficient, rf sheath: 0.8247
Child coefficient, static sheath: 0.4447
exponent, collisionless limit: 3.998
exponent, collisional ions: 2.505
thickness power p, collisional: 0.6034
exponent, uniform ion density: 2.002
equal-area ratio, two harmonics: 3.662
ion transit a, formula: 9.601 rf periods
ion transit b, formula: 4.801 rf periods
ion transit a, test ions: 9.62 rf periods
mean impact energy, test ions: 694.1 eV
lowest impact energy: 636.7 eV
highest impact energy: 754 eV
```
